**Wrinkling threshold of a stiff film on a soft layer of finite thickness**

The program minimises N(k) = D k² + K(k)/k² over the wavenumber k, where N is the compressive film force per width, D the film's bending stiffness and K the normal traction per unit deflection of the layer surface. K comes from a four-coefficient elastic boundary problem for a layer of thickness H on a rigid base. The program asserts that K agrees with an independent strain-energy minimisation and with closed forms, for bonded and frictionless films. It also asserts the half-space limit, the leading errors of the compressible and incompressible thin-layer limits, and agreement within stated bounds with a film treated as a two-dimensional solid under initial stress. For a 500 Å tungsten-like film on a silicone-like layer, the threshold falls from 3.25 eV/Å² at H = 2000 Å to 0.237 eV/Å² at H = 100 000 Å. A film with a compressive stress of 0.003 eV/Å³ stays flat in this model for H below about 4500 Å. The output also sizes the effects of surface stress, base compliance and chosen changes in the layer's modulus and Poisson ratio.

## Numerical check

```python
"""Wrinkling threshold of a stiff film bonded to a soft layer on a rigid base.
Result under test: the flat film loses stability at the minimum over k of
    N(k) = D k^2 + K(k)/k^2,
N = compressive film force per width, D = plane-strain bending stiffness,
k = wavenumber, K = normal traction per deflection of the layer surface.
K comes from four coefficients fixed by four boundary conditions.
H = layer thickness, E, nu = Young modulus and Poisson ratio, G = shear modulus,
M = uniaxial-strain modulus, kappa = 3 - 4 nu.  Units: eV and angstrom.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import e as charge
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

# ---------- rough typical inputs ----------
E_film, nu_film, h_film = 2.5, 0.28, 500.0       # tungsten-like film
E_sub, nu_sub = 1.25e-5, 0.4995                  # silicone-like layer
film_stress = 0.003                              # compressive residual stress
surface_stress = 0.1                             # one free metal face, rough
E_base, nu_base = 1.0, 0.25                      # wafer-like base, rough
D_film = E_film * h_film**3 / (12 * (1 - nu_film**2))
to_N_per_m = charge * 1e20                       # from eV/A^2
to_GPa = charge * 1e30 / 1e9                     # from eV/A^3


def shear_modulus(E, nu):
    return E / (2 * (1 + nu))


def stiffness(k, H, E=E_sub, nu=nu_sub, bonded=True):
    """Four-coefficient boundary problem; returns K."""
    kappa = 3 - 4 * nu

    def modes(z):
        p, q = k * (z - H), k * z
        up, down = np.exp(p), np.exp(-q)
        W = np.array([up, p * up, down, q * down])
        U = np.array([-up, -(kappa + p) * up, down, (q - kappa) * down])
        normal = np.array([2 * up, (2 - 4 * nu + 2 * p) * up,
                           -2 * down, (2 - 4 * nu - 2 * q) * down])
        shear = np.array([-2 * up, -(kappa + 1 + 2 * p) * up,
                          -2 * down, (kappa + 1 - 2 * q) * down])
        return W, U, normal, shear

    W0, U0, _, _ = modes(0.0)
    WH, UH, normal, shear = modes(H)
    matrix = np.array([W0, U0, WH, UH if bonded else shear])
    coefficients = np.linalg.solve(matrix, np.array([0.0, 0.0, 1.0, 0.0]))
    return shear_modulus(E, nu) * k * (normal @ coefficients)


def closed_form(k, H, E, nu, bonded):
    G, c, s = shear_modulus(E, nu), 3 - 4 * nu, k * H
    S, C = np.sinh(s), np.cosh(s)
    if bonded:
        return (c + 1) * G * k * (c * S * C + s) / (c**2 * S**2 - s**2)
    top = (c + 1)**2 * C**2 - (c - 1)**2 * S**2 + 4 * s**2
    return G * k * top / ((c + 1) * (c * S * C - s))


def half_space(E=E_sub, nu=nu_sub):
    """Wavenumber and threshold for an infinitely thick bonded layer."""
    K1 = 4 * (1 - nu) * shear_modulus(E, nu) / (3 - 4 * nu)
    k = (K1 / (2 * D_film))**(1 / 3)
    return k, 3 * D_film * k**2


def threshold(H, E=E_sub, nu=nu_sub, bonded=True):
    """Scan ln k, demand one interior minimum, refine it."""
    def force(x):
        k = np.exp(x)
        return D_film * k**2 + stiffness(k, H, E, nu, bonded) / k**2
    x = np.log(half_space(E, nu)[0]) + np.linspace(np.log(0.5), np.log(100), 100)
    N = np.array([force(v) for v in x])
    inner = np.where((N[1:-1] < N[:-2]) & (N[1:-1] < N[2:]))[0] + 1
    assert len(inner) == 1, "expected one interior minimum"
    i = inner[0]
    best = minimize_scalar(force, bounds=(x[i - 1], x[i + 1]), method="bounded",
                           options={"xatol": 1e-9})
    return np.exp(best.x), best.fun


# ---------- independent road: energy in a polynomial basis ----------
def layer_matrices(k, thickness, E, nu, n):
    """Strain-energy and initial-stress matrices, nodal polynomials of degree n."""
    mu = shear_modulus(E, nu)
    lam = 2 * mu * nu / (1 - 2 * nu)
    nodes = -np.cos(np.pi * np.arange(n + 1) / n)
    coef = np.linalg.inv(leg.legvander(nodes, n))
    xq, wq = leg.leggauss(n + 2)
    F = leg.legvander(xq, n) @ coef
    dF = leg.legvander(xq, n - 1) @ leg.legder(coef) * 2 / thickness
    O = np.zeros_like(F)
    weight = (wq * thickness / 2)[:, None]

    def gram(left, right):
        a = np.hstack([left, right])
        return a.T @ (weight * a)

    elastic = (lam * gram(k * F, dF) + 2 * mu * (gram(k * F, O) + gram(O, dF))
               + mu * gram(dF, -k * F))
    initial = gram(k * F, O) + gram(O, k * F)
    return elastic, initial


def energy_stiffness(k, H, E, nu, bonded, n=14):
    A, _ = layer_matrices(k, H, E, nu, n)
    top_U, top_W = n, 2 * n + 1
    fixed = {0, n + 1, top_W} | ({top_U} if bonded else set())
    free = [i for i in range(2 * n + 2) if i not in fixed]
    response = np.linalg.solve(A[np.ix_(free, free)], A[free, top_W])
    return A[top_W, top_W] - A[top_W, free] @ response


def continuum_threshold(H, n=14, m=5):
    """Film as a two-dimensional solid under initial stress, bonded to the layer."""
    total = n + m + 1
    sub = np.r_[0:n + 1, total:total + n + 1]
    film = np.r_[n:total, total + n:2 * total]
    keep = [i for i in range(2 * total) if i not in (0, total)]

    def force(x):
        k = np.exp(x)
        A, B = np.zeros((2 * total, 2 * total)), np.zeros((2 * total, 2 * total))
        A[np.ix_(sub, sub)] += layer_matrices(k, H, E_sub, nu_sub, n)[0]
        elastic, initial = layer_matrices(k, h_film, E_film, nu_film, m)
        A[np.ix_(film, film)] += elastic
        B[np.ix_(film, film)] += initial
        inverse_stress = eigh(B[np.ix_(keep, keep)], A[np.ix_(keep, keep)],
                              eigvals_only=True)[-1]
        return h_film / inverse_stress

    x0 = np.log(threshold(H)[0])
    return minimize_scalar(force, bounds=(x0 - 0.4, x0 + 0.4), method="bounded",
                           options={"xatol": 1e-6}).fun


worst_energy = worst_closed = 0.0
for s, nu in [(0.3, 0.3), (1.5, 0.45), (4.0, 0.4995)]:
    for bonded in (True, False):
        K = stiffness(s / 1000, 1000.0, E_sub, nu, bonded)
        worst_energy = max(worst_energy, abs(
            energy_stiffness(s / 1000, 1000.0, E_sub, nu, bonded) / K - 1))
        worst_closed = max(worst_closed, abs(
            closed_form(s / 1000, 1000.0, E_sub, nu, bonded) / K - 1))
assert worst_energy < 1e-6 and worst_closed < 1e-8

print(f"film: E {E_film} eV/A^3, nu {nu_film}, thickness {h_film:.0f} A")
print(f"layer: E {E_sub:.3e} eV/A^3, nu {nu_sub}")
print(f"moduli converted: film {E_film*to_GPa:.0f} GPa, "
      f"layer {E_sub*to_GPa*1e3:.2f} MPa")
G_sub = shear_modulus(E_sub, nu_sub)
M_sub = 2 * G_sub * (1 - nu_sub) / (1 - 2 * nu_sub)
print(f"bending stiffness D {D_film:.4e} eV; G {G_sub:.4e}, M {M_sub:.4e} eV/A^3")
print(f"largest relative K difference: energy method {worst_energy:.1e}, "
      f"closed forms {worst_closed:.1e}")

# ---------- thickness table ----------
k_inf, N_inf = half_space()
print(f"half-space: k {k_inf:.4e} 1/A, wavelength {2*np.pi/k_inf:.0f} A, "
      f"N {N_inf:.4f} eV/A^2")
print(f"half-space converted: wavelength {2*np.pi/k_inf/10:.0f} nm, "
      f"N {N_inf*to_N_per_m:.2f} N/m")
print("H (A) | wavelength (A) | kH | N bonded | N frictionless | "
      "N thin incompressible (eV/A^2)")
thicknesses = [2e3, 5e3, 1e4, 3e4, 1e5, 1e6]
bonded_forces = []
for H in thicknesses:
    k, N = threshold(H)
    N_slip = threshold(H, bonded=False)[1]
    N_thin = 1.5 * D_film * (24 * G_sub / (D_film * H**3))**(1 / 3)
    assert N_slip <= N * (1 + 1e-8)
    bonded_forces.append(N)
    print(f"{H:8.0f} | {2*np.pi/k:7.0f} | {k*H:7.3f} | {N:.4f} | "
          f"{N_slip:.4f} | {N_thin:.4f}")
assert np.all(np.diff(bonded_forces) < 0)
assert abs(bonded_forces[-1] / N_inf - 1) < 1e-7
assert abs(k / k_inf - 1) < 1e-4
N_winkler = 2 * np.sqrt(D_film * M_sub / thicknesses[0])
print(f"compressible thin formula at H {thicknesses[0]:.0f} A: "
      f"{N_winkler:.3f} eV/A^2, {N_winkler/bonded_forces[0]:.2f} times the solved value")
print(f"compressible limit needs (kH)^2 far below 12G/M = {12*G_sub/M_sub:.5f}")

# ---------- thin limits, tested through their predicted leading errors ----------
print("thin-limit checks: nu | H (A) | kH | relative deviation | predicted")
for nu, H in [(0.4, 200.0), (0.4, 50.0), (0.5, 400.0), (0.5, 100.0)]:
    k, N = threshold(H, nu=nu)
    G, c = shear_modulus(E_sub, nu), 3 - 4 * nu
    if nu < 0.5:
        limit = 2 * np.sqrt(D_film * 2 * G * (1 - nu) / (1 - 2 * nu) / H)
        predicted = c * (c - 2) / (3 * (c**2 - 1)) * (k * H)**2 / 2
    else:
        limit = 1.5 * D_film * (24 * G / (D_film * H**3))**(1 / 3)
        predicted = (k * H)**2 / 15
    deviation = N / limit - 1
    assert abs(deviation / predicted - 1) < 0.1
    print(f"  {nu} | {H:.0f} | {k*H:.4f} | {deviation:.3e} | {predicted:.3e}")

# compliances add for a thin, nearly incompressible layer
s_mix, H_mix = 0.1, 1000.0
k_mix = s_mix / H_mix
K_sum = 1 / (H_mix / M_sub + k_mix**2 * H_mix**3 / (12 * G_sub))
mix_error = K_sum / stiffness(k_mix, H_mix) - 1
assert abs(mix_error) < 0.01
print(f"added compliances at kH {s_mix}: relative error of K {mix_error:.2e}")

# ---------- where thickness matters, and the flat-film design ----------
H_one = np.exp(brentq(lambda x: threshold(np.exp(x))[1] / N_inf - 1.01,
                      np.log(2e4), np.log(5e5)))
print(f"threshold 1 % above half-space at H {H_one:.0f} A, "
      f"H/half-space wavelength {H_one*k_inf/(2*np.pi):.3f}")
N_given = film_stress * h_film
H_flat = np.exp(brentq(lambda x: threshold(np.exp(x))[1] - N_given,
                       np.log(2e3), np.log(1e5)))
k_flat, N_flat = threshold(H_flat)
assert threshold(0.9 * H_flat)[1] > N_given > threshold(1.1 * H_flat)[1]
print(f"given film stress {film_stress} eV/A^3, film force {N_given:.3f} eV/A^2")
print(f"film stays flat for H below {H_flat:.0f} A; at that H wavelength "
      f"{2*np.pi/k_flat:.0f} A, kH {k_flat*H_flat:.3f}")
print(f"converted: H {H_flat/10:.0f} nm, wavelength {2*np.pi/k_flat/10:.0f} nm, "
      f"force {N_given*to_N_per_m:.1f} N/m, stress {film_stress*to_GPa:.2f} GPa")

# ---------- neglected effects ----------
print("two-dimensional film solid against plate: H (A) | relative shift of N")
for H, bound in [(2e3, 0.05), (H_flat, 0.05), (1e5, 0.005)]:
    shift = continuum_threshold(H) / threshold(H)[1] - 1
    assert abs(shift) < bound
    print(f"  {H:.0f} | {shift:+.2e}")
degree_shift = continuum_threshold(H_flat, n=18, m=7) / continuum_threshold(H_flat) - 1
assert abs(degree_shift) < 1e-4
print(f"shift on raising polynomial degrees 14,5 to 18,7: {degree_shift:.1e}")
print(f"rough surface stress {surface_stress} eV/A^2 over threshold: "
      f"half-space {surface_stress/N_inf:.2f}, at flat-film H {surface_stress/N_flat:.3f}")
N_soft_nu = threshold(H_flat, nu=0.49)[1]
print(f"layer nu 0.49 instead of {nu_sub}: N changes by {N_soft_nu/N_flat-1:+.3f} "
      "(fraction) at flat-film H")
ratio = threshold(H_flat, E=2 * E_sub)[1] / N_flat
assert 2**(1 / 3) < ratio < 2**(2 / 3)
print(f"doubling layer modulus multiplies N by {ratio:.3f} at flat-film H; "
      f"limits {2**(1/3):.3f} thin, {2**(2/3):.3f} thick")
K_base = E_base * k_flat / (2 * (1 - nu_base**2))
print(f"layer stiffness over base stiffness at flat-film H: "
      f"{stiffness(k_flat, H_flat)/K_base:.1e}")
print(f"biaxial film strain at the given stress: "
      f"{film_stress*(1-nu_film)/E_film:.2e}")
print("finished without a failed check")
```

Output:

```
film: E 2.5 eV/A^3, nu 0.28, thickness 500 A
layer: E 1.250e-05 eV/A^3, nu 0.4995
moduli converted: film 401 GPa, layer 2.00 MPa
bending stiffness D 2.8257e+07 eV; G 4.1681e-06, M 4.1722e-03 eV/A^3
largest relative K difference: energy method 4.0e-12, closed forms 1.2e-15
half-space: k 5.2819e-05 1/A, wavelength 118957 A, N 0.2365 eV/A^2
half-space converted: wavelength 11896 nm, N 3.79 N/m
H (A) | wavelength (A) | kH | N bonded | N frictionless | N thin incompressible (eV/A^2)
    2000 |   22873 |   0.549 | 3.2546 | 2.2489 | 3.2299
    5000 |   35686 |   0.880 | 1.3569 | 1.0281 | 1.2920
   10000 |   49755 |   1.263 | 0.7231 | 0.6091 | 0.6460
   30000 |   82036 |   2.298 | 0.3205 | 0.3126 | 0.2153
  100000 |  117738 |   5.337 | 0.2370 | 0.2370 | 0.0646
 1000000 |  118957 |  52.819 | 0.2365 | 0.2365 | 0.0065
compressible thin formula at H 2000 A: 15.355 eV/A^2, 4.72 times the solved value
compressible limit needs (kH)^2 far below 12G/M = 0.01199
thin-limit checks: nu | H (A) | kH | relative deviation | predicted
  0.4 | 200 | 0.0525 | -4.009e-04 | -4.016e-04
  0.4 | 50 | 0.0186 | -5.019e-05 | -5.020e-05
  0.5 | 400 | 0.2471 | 4.097e-03 | 4.072e-03
  0.5 | 100 | 0.1235 | 1.018e-03 | 1.016e-03
added compliances at kH 0.1: relative error of K -1.82e-03
threshold 1 % above half-space at H 81350 A, H/half-space wavelength 0.684
given film stress 0.003 eV/A^3, film force 1.500 eV/A^2
film stays flat for H below 4494 A; at that H wavelength 33890 A, kH 0.833
converted: H 449 nm, wavelength 3389 nm, force 24.0 N/m, stress 0.48 GPa
two-dimensional film solid against plate: H (A) | relative shift of N
  2000 | -1.67e-02
  4494 | -1.29e-02
  100000 | -6.52e-05
shift on raising polynomial degrees 14,5 to 18,7: -6.9e-10
rough surface stress 0.1 eV/A^2 over threshold: half-space 0.42, at flat-film H 0.067
layer nu 0.49 instead of 0.4995: N changes by -0.101 (fraction) at flat-film H
doubling layer modulus multiplies N by 1.279 at flat-film H; limits 1.260 thin, 1.587 thick
layer stiffness over base stiffness at flat-film H: 1.8e-04
biaxial film strain at the given stress: 8.64e-04
finished without a failed check
```
